# Resonant R⁻³ interaction between like atoms in S and P states

**Q:** Two neutral atoms in their ground S states, with separated clouds and retardation neglected, attract as \(R^{-6}\). Each is spherical and has no permanent multipole, so the first-order energy vanishes and dispersion is what remains. If I excite one of two identical atoms from an S state to a P state, \(C_6\) will change, but surely not the power of \(R\).

**A:** Which state do you use for the first-order energy?

**Q:** The product: atom A in S, atom B in P. Atom A is neutral and spherical, so it has no field outside its charge cloud, and the mean interaction is zero.

**A:** That mean value is correct. But the state with A in P and B in S has the same energy when the atoms are identical. First-order perturbation theory in a degenerate space requires the eigenvalues of the interaction matrix, and you have computed one diagonal element.

**Q:** Then the off-diagonal elements decide. What is the interaction?

**A:** Take one electron per atom, fixed nuclei, and a distance at which the charge clouds do not overlap. I use atomic units, with the \(z\) axis from A to B. Let \(\mathbf r_1\) be the position of electron 1 from nucleus A and \(\mathbf r_2\) that of electron 2 from nucleus B. With \(f(\mathbf u)=1/|\mathbf R+\mathbf u|\), the four Coulomb terms between the atoms are
\[
V=f(0)-f(\mathbf r_2)-f(-\mathbf r_1)+f(\mathbf r_2-\mathbf r_1).
\]
For small \(u/R\),
\[
f(\mathbf u)=\frac1R-\frac{u_z}{R^2}+\frac{3u_z^2-u^2}{2R^3}+\dots
\]
The constants cancel, since \(1-1-1+1=0\). The linear terms cancel because \(-\mathbf r_2-(-\mathbf r_1)+(\mathbf r_2-\mathbf r_1)=0\). In the quadratic terms the squares of \(\mathbf r_1\) and of \(\mathbf r_2\) cancel, and the cross terms of the last \(f\) remain:
\[
V=\frac{-6z_1z_2+2\,\mathbf r_1\cdot\mathbf r_2}{2R^3}
=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.
\]

**Q:** And its element between the two products?

**A:** Use real orbitals \(s\) and \(p_m\), \(m=x,y,z\), with parallel axes on both atoms. Each electron changes its state: on A from \(p_{m'}\) to \(s\), on B from \(s\) to \(p_m\). By symmetry \(\langle s|k|p_m\rangle=\mu\,\delta_{km}\) for \(k=x,y,z\), with the same \(\mu=\langle s|z|p_z\rangle\) for each axis. Write \(g_x=g_y=1\) and \(g_z=-2\) for the coefficients in \(V\). Then
\[
\langle s_Ap_{m,B}|V|p_{m',A}s_B\rangle
=\frac1{R^3}\sum_k g_k\langle s|k|p_{m'}\rangle\langle p_m|k|s\rangle
=\frac{g_m\mu^2}{R^3}\,\delta_{mm'}.
\]
The six products therefore separate into three pairs, one for each \(m\). In each pair
\[
V=\frac{g_m\mu^2}{R^3}\begin{pmatrix}0&1\\1&0\end{pmatrix},
\qquad
\psi_\varepsilon=\frac{s_Ap_{m,B}+\varepsilon\,p_{m,A}s_B}{\sqrt2},
\qquad
E_\varepsilon=\varepsilon\,\frac{g_m\mu^2}{R^3},
\]
with \(\varepsilon=\pm1\). The orbital \(p_z\) gives Σ states and \(p_x,p_y\) give Π states. Writing the shift as \(\Delta E=C_3/R^3\), so that negative \(C_3\) means attraction, we have four curves:
\[
C_3(\Sigma)=\mp2\mu^2,\qquad C_3(\Pi)=\pm\mu^2 ,
\]
the upper sign for \(\varepsilon=+1\). Each Π curve is twofold.

**Q:** Is there a picture for the signs?

**A:** For \(\varepsilon=+1\) the two transition dipoles are in phase. Along the axis they lie head to tail, where the term \(-2z_1z_2\) gives attraction. Perpendicular to the axis they lie side by side, where \(x_1x_2\) gives repulsion. For \(\varepsilon=-1\) they are out of phase and both signs reverse.

**Q:** You cut the expansion after the dipoles. Do quadrupoles add an \(R^{-5}\) term in first order?

**A:** Not without overlap. The transition density \(s\,p_m\) has pure \(l=1\) angular dependence, so outside its own cloud it produces the potential of a point dipole. Near the other nucleus that potential satisfies Laplace's equation and can be expanded in regular solid harmonics. The other transition density, also \(l=1\), selects the linear term. The result is the dipole–dipole energy with no further power of \(1/R\). The diagonal elements vanish by your own argument about the spherical atom.

**Q:** Which curves are gerade and which ungerade? I would guess that the ungerade ones attract.

**A:** That guess omits the spin. The electrons are identical, so each product must be symmetrized for a singlet (upper sign) or antisymmetrized for a triplet (lower sign):
\[
a=\frac{s_A(1)p_B(2)\pm p_B(1)s_A(2)}{\sqrt2},\qquad
b=\frac{p_A(1)s_B(2)\pm s_B(1)p_A(2)}{\sqrt2}.
\]
The element \(\langle a|V|b\rangle\) contains the previous element twice, with the factor \(\tfrac12\), so it is unchanged. The other terms need overlap of orbitals on different atoms and are dropped.

Inversion \(I\) through the midpoint takes \(s_A\) to \(s_B\) and \(p_A\) to \(-p_B\), and likewise from B to A. Hence
\[
Ia=-\frac{s_B(1)p_A(2)\pm p_A(1)s_B(2)}{\sqrt2}
=\mp\frac{p_A(1)s_B(2)\pm s_B(1)p_A(2)}{\sqrt2}=\mp b .
\]
With total spin \(S=0\) or \(1\), this reads \(Ia=\eta b\), where \(\eta=-(-1)^S\). Since \(I^2=1\), also \(Ib=\eta a\), so
\[
I(a+\varepsilon b)=\eta(b+\varepsilon a)=\eta\varepsilon(a+\varepsilon b).
\]
The parity is \(p=\eta\varepsilon\), with \(p=+1\) for g and \(-1\) for u. Because \(\eta^2=1\), \(\varepsilon=\eta p=-p(-1)^S\), and
\[
C_3=-p\,(-1)^S g\,\mu^2,\qquad g_\Sigma=-2,\quad g_\Pi=1 .
\]

| \(C_3\) | Singlet | Triplet |
|---|---|---|
| \(-2\mu^2\) | \({}^1\Sigma_u^+\) | \({}^3\Sigma_g^+\) |
| \(+2\mu^2\) | \({}^1\Sigma_g^+\) | \({}^3\Sigma_u^+\) |
| \(-\mu^2\) | \({}^1\Pi_g\) | \({}^3\Pi_u\) |
| \(+\mu^2\) | \({}^1\Pi_u\) | \({}^3\Pi_g\) |

The superscript plus on Σ holds because \(s\) and \(p_z\) are unchanged by reflection in a plane containing the axis. Your guess works for singlet Σ and fails for singlet Π. For triplets it is the other way round.

**Q:** Can we put numbers on this for a real atom?

**A:** Take hydrogen in 1s and 2p. The radial functions are \(2e^{-r}\) and \(re^{-r/2}/(2\sqrt6)\), and the angular integral is \(1/\sqrt3\). Thus
\[
\mu=\frac1{\sqrt3}\,\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}\,dr
=\frac1{\sqrt{18}}\,\frac{4!}{(3/2)^5}
=\frac{128\sqrt2}{243}=0.74494\ e\,\text{bohr}.
\]
Then \(\mu^2=0.55493\ e^2\text{bohr}^2\), and \(|C_3|\) is \(1.10986\) hartree bohr³ for Σ and \(0.55493\) for Π. At \(R=30\) bohr,
\[
\frac{1.10986}{30^3}=41.11\times10^{-6}\ \text{hartree}
\]
for Σ, or \(9.02\ \text{cm}^{-1}\), and half of that for Π.

**Q:** In hydrogen the 2s level is degenerate with 2p in the nonrelativistic theory. Does it not spoil the six-state calculation?

**A:** Not in first order. A matrix element from \(1s_A2p_B\) to \(1s_A2s_B\) contains the neutral spherical atom A, which has no outside field. One to \(2s_A1s_B\) contains the density \(1s\,2s\) on A. It is spherical and has zero net charge because the orbitals are orthogonal, so it has no outside field either.

**Q:** The labels depend on several sign conventions. Is there a check that does not use them?

**A:** Yes. The numerical check diagonalizes the Coulomb Hamiltonian of both electrons, without a multipole expansion, in Gaussian s and p functions, and sorts the states by spin and symmetry. At 30 bohr the singlet shifts, in microhartree, are

| State | Coulomb | \(C_3/R^3\) |
|---|---|---|
| \({}^1\Sigma_u^+\) | −41.29 | −41.11 |
| \({}^1\Sigma_g^+\) | 41.06 | 41.11 |
| \({}^1\Pi_g\) | −20.62 | −20.55 |
| \({}^1\Pi_u\) | 20.56 | 20.55 |

The triplets give the same numbers with g and u exchanged. Half the g–u difference varies between 30 and 40 bohr with a power of \(R\) equal to \(-3.000\) for both Σ and Π. Multiplied by \(R^3\), it is \(1.1117\) hartree bohr³ in size for Σ. That is 0.17% above the analytic value, and the finite basis accounts for it: its own dipole element gives \(2\mu^2=1.1118\). This basis places 2s about 16 millihartree above 2p, so the argument about their degeneracy rests on the derivation and not on this calculation.

**Q:** The Coulomb shifts are not quite symmetric about zero. Is that my \(R^{-6}\) term?

**A:** Your term contributes to the asymmetry. It enters as a second-order shift \(-C_6/R^6\). It has the same value for both signs of \(C_3\) at given \(m\). To see why, follow one atom through two actions of \(V\). Two dipole operators leave its parity unchanged, whereas exchanging S and P changes it. So at order \(R^{-6}\) there is no element between \(s_Ap_B\) and \(p_As_B\). Different \(m\) do not mix either, because \(V\) is unchanged when \(x_1,x_2\), or \(y_1,y_2\), reverse sign together.

**Q:** How is \(C_6\) obtained?

**A:** From the sum of \(|\langle n|V|0\rangle|^2/(E_n-E_0)\) over states outside the degenerate set. Atom A goes from \(s\) to \(n p_k\), with \(|\langle np_k|k|s\rangle|^2=a_n^2/3\), where \(a_n\) is the radial integral of \(r\). Different \(k\) give different final states, so their contributions add as squares with weights \(g_k^2\).

Atom B goes from \(p_m\) to an s or d state. To s, the angular factor is \(\tfrac13\) if \(k=m\) and zero otherwise. For the total to s and d, let \(n_k\) be the components of the unit vector. Its averages over the sphere are \(\overline{n_k^4}=\tfrac15\) and \(\overline{n_k^2n_m^2}=\tfrac1{15}\). Since the normalized \(p_m\) is \(\sqrt3\,n_m\), the total is \(\tfrac35\) for \(k=m\) and \(\tfrac15\) for \(k\ne m\). Subtracting the s part leaves \(\tfrac35-\tfrac13=\tfrac4{15}\) and \(\tfrac15\) for d. The weights are
\[
\Sigma:\quad w_s=4\cdot\tfrac13=\tfrac43,\qquad
w_d=4\cdot\tfrac4{15}+\tfrac15+\tfrac15=\tfrac{22}{15},
\]
\[
\Pi:\quad w_s=\tfrac13,\qquad
w_d=\tfrac4{15}+\tfrac15+4\cdot\tfrac15=\tfrac{19}{15}.
\]
With \(b_j\) the radial integral from the P state to the state \(j\) of B, whose angular momentum is \(l_j\),
\[
C_6=\sum_{n,j}{}'\;\frac{a_n^2}{3}\,
\frac{w_{l_j}b_j^2}{(E_{np}-E_S)+(E_j-E_P)} .
\]
The prime removes the pair in which A goes to the original P level and B to the original S level. Its denominator is zero, and it is the state already treated in first order.

For hydrogen the sum gives \(C_6=174.2\) hartree bohr⁶ for Σ and \(94.5\) for Π. At 30 bohr these lower the levels by \(0.239\) and \(0.130\) microhartree, about 0.6% of the corresponding first-order shifts.

**Q:** The mean of your two Coulomb Σ shifts is \((41.064-41.287)/2=-0.11\) microhartree, less than half of that.

**A:** Yes. That basis has no d functions and describes 2s poorly, so it omits or distorts terms of the sum. The missing d functions are the larger part: adding them moves the Σ mean to about \(-0.24\) microhartree, and a better 2s orbital adds about \(-0.03\). A separate diagonalization, with dipole coupling and s, p and d states, gives outer levels of \(-41.342\) and \(40.863\) microhartree. Their mean is \(-0.24\), in agreement with the sum. This is the dipole part only. With the full Coulomb interaction and s, p, d and f functions the Σ mean at 30 bohr is near \(-0.29\) microhartree, since terms beyond \(R^{-6}\) still add about 20% there. It also finds each Π level twice.

**Q:** If I average over all the molecular states, do I recover \(R^{-6}\)?

**A:** With equal populations, yes, as the leading term. The first-order coefficients add to
\[
-2\mu^2+2\mu^2+2(-\mu^2)+2(+\mu^2)=0,
\]
and spin does not change this, since each orbital state carries one singlet and three triplet components. The average removes \(R^{-3}\) although each curve has it.

**Q:** And if I prepare my original product state, with the excitation on B? Its mean interaction is still zero.

**A:** It is zero, but the state is not stationary. It equals \((\psi_++\psi_-)/\sqrt2\), and the two parts have energies \(\pm W\) with \(|W|=|C_3|/R^3\). The amplitude for finding the excitation on A is
\[
\tfrac12\left(e^{-iWt}-e^{iWt}\right)=-i\sin Wt,
\qquad P_A(t)=\sin^2\!\left(\frac{|C_3|t}{R^3}\right).
\]
Transfer is complete at \(t=\pi R^3/(2|C_3|)\). For hydrogen Σ at 30 bohr, with the nuclei held fixed, this is 924 fs. Free protons released from rest would move about 3 bohr inward or outward on the two curves in that time, so for free hydrogen atoms \(W\) does not stay constant and the \(\sin^2\) law is only a guide.

**Q:** When would my original \(R^{-6}\) picture be right?

**A:** One case is \(\mu=0\), for example when the S and P states have different spin and spin–orbit mixing is neglected. Then this \(R^{-3}\) term is absent and the \(R^{-6}\) power is restored. Attraction is still not guaranteed: the excited atom can drop to a lower state, so a denominator in the second-order sum can be negative.

Another is a mismatch \(\Delta>0\) between the two excitation energies, as for unlike atoms. If the dipole coupling between the two products is \(W\), the energies about their midpoint are
\[
E=\pm\sqrt{\frac{\Delta^2}{4}+W^2}\approx\pm\left(\frac{\Delta}{2}+\frac{W^2}{\Delta}\right)
\qquad(|W|\ll\Delta).
\]
Since \(W\propto R^{-3}\), the shift goes as \(R^{-6}\). This restores the power of \(R\), not necessarily the attraction: the term \(W^2/\Delta\) lowers the lower product and raises the upper one, and it adds to the other terms of the second-order sum. In the opposite limit, \(|W|\gg\Delta\), the \(R^{-3}\) law returns.

**Q:** For identical atoms, over what range of distance do the four curves hold?

**A:** At short range the clouds must be separate. Setting \(|C_3|/R^3=C_6/R^6\) gives 5.4 bohr for Σ and 5.5 for Π in hydrogen. The 2p radial density, proportional to \(r^4e^{-r}\), peaks at 4 bohr, so the clouds overlap there and neither formula can be trusted. These distances are not real crossings, and they are not the inner limit of the four curves. The 2p density has a long tail, so overlap terms, which differ for singlet and triplet, matter well outside 5.5 bohr. The singlet Σ curves fail first, because the ionic configuration H⁺H⁻, itself a singlet Σ, drops through this energy at roughly 10 to 12 bohr. At 14 bohr the \({}^1\Sigma_u^+\) shift is more than twice \(C_3/R^3\), while \({}^3\Sigma_g^+\) is still close to it; at 20 bohr all four curves follow the table to about 5%. Beyond 5.5 bohr, and so wherever the clouds are well apart, the \(R^{-6}\) term is smaller than the \(R^{-3}\) term.

At long range in hydrogen, fine structure enters first. The spin–orbit energy is \((\alpha^2/2)\langle r^{-3}\rangle\,\mathbf L\cdot\mathbf S\), with \(\alpha\) the fine-structure constant and \(\mathbf S\) here the spin of the 2p electron. For \(j=\tfrac32\) and \(\tfrac12\), \(\mathbf L\cdot\mathbf S\) is \(\tfrac12\) and \(-1\), a difference of \(\tfrac32\). For 2p,
\[
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty re^{-r}\,dr=\frac1{24},
\qquad
\Delta_{\rm fs}=\frac{\alpha^2}{2}\cdot\frac1{24}\cdot\frac32=\frac{\alpha^2}{32}=1.664\times10^{-6}\ \text{hartree}.
\]
The Σ shift falls to this size at 87 bohr and the Π shift at 69 bohr. Well inside those distances, and with the clouds well apart as in the check at 30 and 40 bohr, the table gives the leading shifts. Spin–orbit coupling still moves the triplet Π levels in which both spins point along or against the axis. There \(\mathbf L\cdot\mathbf S\) averages to \(\pm\tfrac12\), which gives \(\pm\Delta_{\rm fs}/3\), or about 0.55 microhartree. At 30 bohr this is more than the \(R^{-6}\) term. Near 69 and 87 bohr, and beyond, \(V\) and the spin–orbit energy must be diagonalized together, and in general the states no longer keep both labels Λ and \(S\). The exceptions are the triplet Π states whose total angular momentum along the axis is \(\pm2\), since no other state of this set has the same value and the same inversion parity.

Retardation has its own scale, \(c/\omega\), where \(\omega=0.375\) hartree is the excitation energy. This is 365 bohr, and the instantaneous Coulomb interaction used here requires \(R\) to be much smaller. Even at 30 bohr retardation changes the first-order shifts by about 0.3%, or 0.14 microhartree for Σ and 0.07 for Π. That is more than half the \(R^{-6}\) term, and at 69 bohr it is far larger than that term.

## Table of computed values

```
Hydrogen 1s + 2p; energy shift = C3/R^3 - C6/R^6
mu = <1s|z|2pz>: 0.744936 e bohr
mu^2: 0.554929 e^2 bohr^2
|C3| Sigma: 1.109858 hartree bohr^3
|C3| Pi: 0.554929 hartree bohr^3
Main distance R: 30.0 bohr
Far distance: 40.0 bohr
Gaussian basis mu^2: 0.555885 e^2 bohr^2
Gaussian basis 2s-2p gap: 15.875 millihartree
Shifts at main R, microhartree: full Coulomb | C3/R^3
  1Sigma_g+    41.064 |    41.106
  1Sigma_u+   -41.287 |   -41.106
  1Pi_g       -20.616 |   -20.553
  1Pi_u        20.562 |    20.553
  3Sigma_g+   -41.287 |   -41.106
  3Sigma_u+    41.064 |    41.106
  3Pi_g        20.562 |    20.553
  3Pi_u       -20.616 |   -20.553
Half of g-u difference times R^3 (hartree bohr^3); power of R
  1Sigma   1.11173; -2.9999
  1Pi     -0.55590; -3.0001
  3Sigma  -1.11173; -2.9999
  3Pi      0.55590; -3.0001
Six levels of small dipole model at main R, microhartree:
  -41.342 -20.681 -20.681 20.421 20.421 40.863
Small model mu^2: 0.554882 e^2 bohr^2
C6 Sigma: 174.166 hartree bohr^6
C6/R^6 Sigma at main R: 0.2389 microhartree
Equal R^-3 and R^-6 sizes, Sigma: 5.394 bohr
C6 Pi: 94.457 hartree bohr^6
C6/R^6 Pi at main R: 0.1296 microhartree
Equal R^-3 and R^-6 sizes, Pi: 5.542 bohr
Sigma |C3|/R^3 at main R: 9.022 cm^-1
Sigma transfer time at main R: 924.3 fs
Model transfer probability at half time: 0.50000
Model transfer probability at full time: 1.00000
2p spin-orbit interval: 1.6641 microhartree
Sigma shift equals interval at: 87.4 bohr
Pi shift equals interval at: 69.3 bohr
1s-2p excitation energy: 0.375000 hartree
Retardation length c/omega: 365.4 bohr
```
